**Transverse-photon exchange and the Breit–Pauli terms**

The program examines the orbit-orbit, spin-other-orbit and spin-spin interactions left by one unretarded transverse photon, where **r** = **r**₁ − **r**₂, **p**ᵢ and **s**ᵢ are the electron momenta and spins, and α is the fine-structure constant. It asserts that an explicit sum over wave vectors and polarizations, smeared with a Gaussian, agrees with the position-space formulas, and that the spin-spin term fails without its contact part. Exact diagonalization of a two-spin, two-mode model tests the photon elimination and its quadratic retardation factor. Two closed-form states of repelling electrons in a harmonic trap are tested against the Schrödinger equation by finite differences. Their orbital averages are recomputed from the full two-electron wavefunction, and the factors for J = 0, 1, 2 are tested with spin and angular-momentum matrices. The output gives a singlet total of 0.180 microhartree, left after the orbit-orbit and contact terms nearly cancel. The triplet totals are 4.327, 1.543 and −0.015 microhartree for J = 0, 1 and 2; they contain the exchange terms alone, not the complete relativistic shifts.

## Program and output

```python
"""
Result under test: exchange of one unretarded transverse photon between two
Pauli electrons (charge -1, mass 1, g = 2) gives, with r = r1 - r2,
  H_oo  = -(alpha^2/2) [delta_ab/r + r_a r_b/r^3] p1_a p2_b
  H_soo = alpha^2 [s1.(r x p2) - s2.(r x p1)] / r^3
  H_ss  = alpha^2 [s1.s2/r^3 - 3 (s1.r)(s2.r)/r^5 - (8 pi/3) s1.s2 delta(r)]
p1, p2: momenta; s1, s2: spins (sigma/2); alpha: fine-structure constant.
Hartree atomic units. Example: two repelling electrons in a harmonic trap.
"""
import numpy as np
import sympy as sp
from scipy import constants

alpha = constants.fine_structure
hartree_in_microev = constants.physical_constants["Hartree energy in eV"][0] * 1e6
pi = np.pi


def sphere_grid(r_max, n_r, n_mu, n_phi):
    """Points and volume weights for a ball of radius r_max."""
    x, wx = np.polynomial.legendre.leggauss(n_r)
    mu, wmu = np.polynomial.legendre.leggauss(n_mu)
    phi = 2 * pi * (np.arange(n_phi) + 0.5) / n_phi
    r, wr = 0.5 * r_max * (x + 1), 0.5 * r_max * wx
    rr, mm, pp = np.meshgrid(r, mu, phi, indexing="ij")
    sine = np.sqrt(1 - mm**2)
    points = np.stack([rr * sine * np.cos(pp), rr * sine * np.sin(pp), rr * mm], -1)
    weights = (wr * r**2)[:, None, None] * wmu[None, :, None] * (2 * pi / n_phi)
    weights = weights * np.ones_like(rr)
    return points.reshape(-1, 3), weights.ravel()


# ---- Photon elimination: two spins and two counter-propagating modes ----
def exchange_ratio(spin_gap, photon_energy=1.0, coupling=0.003, phase=0.8):
    """Exact exchange splitting divided by the unretarded prediction."""
    n_fock = 4
    lower = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
    one_f, one_s = np.eye(n_fock), np.eye(2)
    sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])

    def product(a, b, c, d):
        return np.kron(np.kron(a, b), np.kron(c, d))

    modes = [product(one_s, one_s, lower, one_f), product(one_s, one_s, one_f, lower)]
    flips = [product(sx, one_s, one_f, one_f), product(one_s, sx, one_f, one_f)]
    gaps = product(sz, one_s, one_f, one_f) + product(one_s, sz, one_f, one_f)
    ham = 0.5 * spin_gap * gaps.astype(complex)
    for mode, direction in zip(modes, (1, -1)):
        ham += photon_energy * mode.T @ mode
        for flip, position in zip(flips, (phase, 0.0)):
            term = coupling * np.exp(1j * direction * position) * flip @ mode
            ham += term + term.conj().T
    energy, vectors = np.linalg.eigh(ham)
    pair_flip = flips[0] @ flips[1]
    splitting = 0.0
    for n in (1, 2):  # the two states with one spin up and no photon
        sign = np.vdot(vectors[:, n], pair_flip @ vectors[:, n]).real
        assert abs(abs(sign) - 1) < 0.01
        splitting += np.sign(sign) * energy[n]
    return splitting / (-8 * coupling**2 * np.cos(phase) / photon_energy)


gap_list = (0.05, 0.1, 0.2)
ratios = [exchange_ratio(gap) for gap in gap_list]
for gap, ratio in zip(gap_list, ratios):
    # remaining difference is of fourth order in the coupling
    assert abs(ratio - 1 / (1 - gap**2)) < 1e-3

# ---- Transversality of the orbit-orbit kernel ----
xyz = sp.symbols("x y z", real=True)
dist = sp.sqrt(sum(q**2 for q in xyz))
for b in range(3):
    divergence = sum(sp.diff(((1 if a == b else 0) / dist
                              + xyz[a] * xyz[b] / dist**3) / 2, xyz[a])
                     for a in range(3))
    assert sp.simplify(divergence) == 0

# ---- Photon sum against position-space terms, smeared with a Gaussian ----
center = np.array([0.5, -0.3, 0.7])
width = 1.0  # normalized Gaussian exp(-width |r-center|^2)
k_points, k_weights = sphere_grid(14.0, 50, 32, 40)
r_points, r_weights = sphere_grid(8.0, 60, 32, 40)


def photon_sum(p1, p2, s1, s2):
    """Explicit sum over wave vectors and polarizations, without alpha^2."""
    k2 = np.sum(k_points**2, axis=1)
    unit = k_points / np.sqrt(k2)[:, None]
    pol1 = np.cross(unit, [0.0, 0.0, 1.0])
    pol1 /= np.linalg.norm(pol1, axis=1)[:, None]
    pol2 = np.cross(unit, pol1)
    wave = np.exp(1j * k_points @ center - k2 / (4 * width))
    total = 0.0
    for pol in (pol1, pol2):
        magnetic = np.cross(k_points, pol)
        vertex1 = pol @ p1 + 1j * magnetic @ s1
        vertex2 = pol @ p2 + 1j * magnetic @ s2
        total = total + 2 * np.real(vertex1 * vertex2.conj() * wave)
    return -np.sum(k_weights / (2 * pi)**3 * 2 * pi / k2 * total)


def position_terms(p1, p2, s1, s2):
    """Orbit-orbit, spin-other-orbit, dipolar and contact parts."""
    r = np.linalg.norm(r_points, axis=1)
    norm = (width / pi)**1.5
    gauss = norm * np.exp(-width * np.sum((r_points - center)**2, axis=1))
    w = r_weights * gauss
    oo = -0.5 * np.sum(w * ((p1 @ p2) / r
                            + (r_points @ p1) * (r_points @ p2) / r**3))
    soo = np.sum(w * (np.cross(r_points, p2) @ s1
                      - np.cross(r_points, p1) @ s2) / r**3)
    dipolar = np.sum(w * ((s1 @ s2) / r**3
                          - 3 * (r_points @ s1) * (r_points @ s2) / r**5))
    contact = -8 * pi / 3 * (s1 @ s2) * norm * np.exp(-width * center @ center)
    return oo, soo, dipolar, contact


mom1, mom2 = np.array([0.4, 0.9, -0.2]), np.array([-0.7, 0.3, 0.5])
spin1, spin2 = np.array([0.1, 0.3, 0.4]), np.array([0.4, -0.1, 0.2])
zero = np.zeros(3)
oo_r, soo_r, dip_r, contact_r = position_terms(mom1, mom2, spin1, spin2)
oo_k = photon_sum(mom1, mom2, zero, zero)
soo_k = photon_sum(zero, mom2, spin1, zero) + photon_sum(mom1, zero, zero, spin2)
ss_k = photon_sum(zero, zero, spin1, spin2)
assert abs(oo_k - oo_r) < 1e-7
assert abs(soo_k - soo_r) < 1e-7
assert abs(ss_k - dip_r - contact_r) < 1e-7
assert abs(ss_k - dip_r) > 1e-2  # the contact part cannot be omitted
assert abs(photon_sum(mom1, mom2, spin1, spin2) - oo_k - soo_k - ss_k) < 1e-9


# ---- Trapped pair: full wavefunction in the two electron positions ----
def pair_wave(r1, r2, l):
    """Relative s state (l=0) or p state with m=+1 (l=1)."""
    trap = 1 / (2 * (l + 1))
    r = r1 - r2
    cm = (r1 + r2) / 2
    r_sq = np.sum(r**2, axis=-1)
    angular = 1.0 if l == 0 else r[..., 0] + 1j * r[..., 1]
    return (angular * (1 + trap * np.sqrt(r_sq))
            * np.exp(-trap * np.sum(cm**2, axis=-1) - trap * r_sq / 4))


def local_energy(r1, r2, l):
    trap, h = 1 / (2 * (l + 1)), 1e-3
    psi = pair_wave(r1, r2, l)
    kinetic = 0.0
    for step in h * np.eye(3):
        kinetic += pair_wave(r1 + step, r2, l) + pair_wave(r1 - step, r2, l) - 2 * psi
        kinetic += pair_wave(r1, r2 + step, l) + pair_wave(r1, r2 - step, l) - 2 * psi
    potential = 0.5 * trap**2 * (r1 @ r1 + r2 @ r2) + 1 / np.linalg.norm(r1 - r2)
    return -0.5 * kinetic / h**2 / psi + potential


sample_pairs = [(np.array([0.8, 0.2, -0.5]), np.array([-0.6, 0.9, 0.4])),
                (np.array([1.5, -0.7, 0.3]), np.array([0.2, 0.6, -1.1]))]
energies = []
for l, expected in ((0, 2.0), (1, 1.25)):
    values = [local_energy(a, b, l) for a, b in sample_pairs]
    assert max(abs(v - expected) for v in values) < 1e-5
    energies.append(np.mean(values).real)


def pair_averages(l):
    """Averages of 1/r^3 orbital coupling, orbit-orbit, contact, r, 1/r^3."""
    trap, h = 1 / (2 * (l + 1)), 1e-4
    x, wx = np.polynomial.hermite.hermgauss(4)
    grid = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
    weight_cm = np.einsum("i,j,k->ijk", wx, wx, wx).ravel()
    weight_cm = weight_cm * np.exp(np.sum(grid**2, axis=1)) / (2 * trap)**1.5
    cm_points = grid / np.sqrt(2 * trap)
    rel, weight_rel = sphere_grid(18.0, 50, 4, 8)
    r = np.linalg.norm(rel, axis=1)
    norm = orbit = spin_orbit = contact = mean_r = inverse_cube = 0.0
    for cm, w_cm in zip(cm_points, weight_cm):
        r1, r2 = cm + rel / 2, cm - rel / 2
        psi = pair_wave(r1, r2, l)
        grad1 = np.stack([(pair_wave(r1 + d, r2, l) - pair_wave(r1 - d, r2, l))
                          / (2 * h) for d in h * np.eye(3)], -1)
        grad2 = np.stack([(pair_wave(r1, r2 + d, l) - pair_wave(r1, r2 - d, l))
                          / (2 * h) for d in h * np.eye(3)], -1)
        w = w_cm * weight_rel
        density = np.abs(psi)**2
        norm += np.sum(w * density)
        mean_r += np.sum(w * density * r)
        inverse_cube += np.sum(w * density / r**3)
        radial = np.sum(rel * grad1.conj(), -1) * np.sum(rel * grad2, -1)
        orbit -= 0.5 * np.sum(w * (np.sum(grad1.conj() * grad2, -1) / r
                                   + radial / r**3)).real
        # both spins up along z: s1z = s2z = 1/2
        torque = np.cross(rel, -1j * (grad2 - grad1))[:, 2]
        spin_orbit += np.sum(w * psi.conj() * 0.5 * torque / r**3).real
        contact += w_cm * np.abs(pair_wave(cm, cm, l))**2
    return {"oo": orbit / norm, "soo": spin_orbit / norm, "delta": contact / norm,
            "r": mean_r / norm, "r-3": inverse_cube / norm}


singlet, triplet = pair_averages(0), pair_averages(1)
root = np.sqrt(pi)
q = np.sqrt(2 * pi)
singlet_oo = -root / (4 * (8 + 5 * root))
singlet_delta = 1 / (4 * pi * (8 + 5 * root))
triplet_oo = 3 * (4 + q) / (8 * (64 + 27 * q))
triplet_r3 = (3 + q) / (128 + 54 * q)
assert abs(singlet["oo"] - singlet_oo) < 1e-6
assert abs(singlet["delta"] - singlet_delta) < 1e-8
assert abs(triplet["oo"] - triplet_oo) < 1e-6
assert abs(triplet["r-3"] - triplet_r3) < 1e-8
assert abs(triplet["soo"] + triplet_r3) < 1e-6
assert abs(triplet["delta"]) < 1e-12

# ---- Spin and angular factors from matrices (l = 1 times two spins) ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_a = [np.kron(np.eye(3), np.kron(m / 2, np.eye(2))) for m in pauli]
spin_b = [np.kron(np.eye(3), np.kron(np.eye(2), m / 2)) for m in pauli]
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
orbital = [np.kron(-1j * levi[k], np.eye(4)) for k in range(3)]
ball, ball_w = sphere_grid(1.0, 4, 6, 12)
direction = ball / np.linalg.norm(ball, axis=1)[:, None]
ball_w = ball_w / ball_w.sum()
fourfold = 3 * np.einsum("n,na,nb,nc,nd->abcd", ball_w, *([direction] * 4))
spin_dot = sum(a @ b for a, b in zip(spin_a, spin_b))
tensor = spin_dot.copy()
for a in range(3):
    for b in range(3):
        tensor -= 3 * np.kron(fourfold[a, b], np.eye(4)) @ spin_a[a] @ spin_b[b]
total_spin = [a + b for a, b in zip(spin_a, spin_b)]
l_dot_s = sum(o @ s for o, s in zip(orbital, total_spin))
spin_sq = sum(s @ s for s in total_spin)
j_sq = sum((o + s) @ (o + s) for o, s in zip(orbital, total_spin))
labels, states = np.linalg.eigh(j_sq + 10 * spin_sq)
soo_factor, ss_factor = [], []
for j, soo_expected, ss_expected in ((0, 2, 1), (1, 1, -0.5), (2, -1, 0.1)):
    block = states[:, np.abs(labels - 20 - j * (j + 1)) < 1e-8]
    assert block.shape[1] == 2 * j + 1
    for operator, expected, store in ((-l_dot_s, soo_expected, soo_factor),
                                      (tensor, ss_expected, ss_factor)):
        assert np.allclose(operator @ block, expected * block, atol=1e-10)
        store.append(np.trace(block.conj().T @ operator @ block).real / (2 * j + 1))
# singlet spin factor multiplying alpha^2 <delta(r)>
singlet_vector = np.array([0, 1, -1, 0]) / np.sqrt(2)
two_spin_dot = sum(np.kron(m / 2, m / 2) for m in pauli)
singlet_dot = np.vdot(singlet_vector, two_spin_dot @ singlet_vector).real
contact_factor = -8 * pi / 3 * singlet_dot
assert abs(contact_factor - 2 * pi) < 1e-12

# ---- Printed numbers ----
a2 = alpha**2
micro = 1e6
print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"alpha^2 = {a2:.6e} (dimensionless)")
for gap, ratio in zip(gap_list, ratios):
    print(f"model exchange, exact/unretarded, gap/omega={gap:.2f}: {ratio:.5f}")
print("Gaussian-smeared terms divided by alpha^2, in atomic units:")
print(f"  orbit-orbit: photon sum {oo_k:.8f}, formula {oo_r:.8f}")
print(f"  spin-other-orbit: photon sum {soo_k:.8f}, formula {soo_r:.8f}")
print(f"  spin-spin: photon sum {ss_k:.8f}, formula {dip_r + contact_r:.8f}")
print(f"  spin-spin parts: dipolar {dip_r:.8f}, contact {contact_r:.8f}")
print("SINGLET, trap frequency 0.5 hartree")
print(f"  nonrelativistic energy = {energies[0]:.5f} hartree")
print(f"  mean separation = {singlet['r']:.5f} bohr")
print(f"  trap frequency * separation / c = {0.5 * singlet['r'] * alpha:.5f}")
print(f"  <delta(r)> = {singlet_delta:.7f} bohr^-3")
print(f"  <s1.s2> = {singlet_dot:.2f}")
print(f"  <H_oo>/alpha^2 = {singlet_oo:.7f} hartree")
print(f"  same from full wavefunction = {singlet['oo']:.7f} hartree")
e_oo = a2 * singlet_oo
e_contact = a2 * contact_factor * singlet_delta
print(f"  orbit-orbit energy = {e_oo * micro:.5f} microhartree")
print(f"  contact energy = {e_contact * micro:.5f} microhartree")
e_sum = e_oo + e_contact
print(f"  total H_B = {e_sum * micro:.5f} microhartree"
      f" = {e_sum * hartree_in_microev:.3f} microeV")
print("TRIPLET, relative l=1, trap frequency 0.25 hartree")
print(f"  nonrelativistic energy = {energies[1]:.5f} hartree")
print(f"  mean separation = {triplet['r']:.5f} bohr")
print(f"  trap frequency * separation / c = {0.25 * triplet['r'] * alpha:.5f}")
print(f"  <r^-3> = {triplet_r3:.7f} bohr^-3")
print(f"  <H_oo>/alpha^2 = {triplet_oo:.7f} hartree")
print(f"  same from full wavefunction = {triplet['oo']:.7f} hartree")
print(f"  orbit-orbit energy = {a2 * triplet_oo * micro:.5f} microhartree")
print(f"  alpha^2 <r^-3> = {a2 * triplet_r3 * micro:.5f} microhartree")
for j in range(3):
    e_soo = a2 * triplet_r3 * soo_factor[j]
    e_ss = a2 * triplet_r3 * ss_factor[j]
    e_sum = a2 * triplet_oo + e_soo + e_ss
    print(f"  J={j}: factors soo {soo_factor[j]:.2f}, ss {ss_factor[j]:.2f}")
    print(f"  J={j}: soo {e_soo * micro:.5f}, ss {e_ss * micro:.5f} microhartree")
    print(f"  J={j}: total H_B = {e_sum * micro:.5f} microhartree"
          f" = {e_sum * hartree_in_microev:.3f} microeV")
print("every check passed")
```

It prints:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
alpha^2 = 5.325135e-05 (dimensionless)
model exchange, exact/unretarded, gap/omega=0.05: 1.00251
model exchange, exact/unretarded, gap/omega=0.10: 1.01010
model exchange, exact/unretarded, gap/omega=0.20: 1.04166
Gaussian-smeared terms divided by alpha^2, in atomic units:
  orbit-orbit: photon sum 0.05929067, formula 0.05929067
  spin-other-orbit: photon sum -0.06088320, formula -0.06088320
  spin-spin: photon sum -0.09145072, formula -0.09145072
  spin-spin parts: dipolar -0.03240724, contact -0.05904347
SINGLET, trap frequency 0.5 hartree
  nonrelativistic energy = 2.00000 hartree
  mean separation = 2.68466 bohr
  trap frequency * separation / c = 0.00980
  <delta(r)> = 0.0047193 bohr^-3
  <s1.s2> = -0.75
  <H_oo>/alpha^2 = -0.0262784 hartree
  same from full wavefunction = -0.0262784 hartree
  orbit-orbit energy = -1.39936 microhartree
  contact energy = 1.57901 microhartree
  total H_B = 0.17965 microhartree = 4.888 microeV
TRIPLET, relative l=1, trap frequency 0.25 hartree
  nonrelativistic energy = 1.25000 hartree
  mean separation = 4.71446 bohr
  trap frequency * separation / c = 0.00860
  <r^-3> = 0.0209093 bohr^-3
  <H_oo>/alpha^2 = 0.0185298 hartree
  same from full wavefunction = 0.0185298 hartree
  orbit-orbit energy = 0.98674 microhartree
  alpha^2 <r^-3> = 1.11345 microhartree
  J=0: factors soo 2.00, ss 1.00
  J=0: soo 2.22690, ss 1.11345 microhartree
  J=0: total H_B = 4.32708 microhartree = 117.746 microeV
  J=1: factors soo 1.00, ss -0.50
  J=1: soo 1.11345, ss -0.55672 microhartree
  J=1: total H_B = 1.54346 microhartree = 42.000 microeV
  J=2: factors soo -1.00, ss 0.10
  J=2: soo -1.11345, ss 0.11134 microhartree
  J=2: total H_B = -0.01537 microhartree = -0.418 microeV
every check passed
```
